# Coated Spheres, Neutral Inclusions and Attainment of the Hashin-Shtrikman Bounds: verification in Python

```python
"""
Result under test: a coated sphere (core eps_core, shell eps_shell, core volume
fraction f) leaves a uniform field undisturbed when its host has the Maxwell
Garnett permittivity; space-filling packings of such spheres therefore attain
a Hashin-Shtrikman bound on the effective permittivity of two-phase composites.
All permittivities are relative (dimensionless), static and real.
Lengths are in units of the outer sphere radius or of the periodic cell edge;
fields are in units of the applied uniform field.
"""
import numpy as np
import sympy as sp
from scipy import fft
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar


def maxwell_garnett(core, shell, f):
    return shell + 3*f*shell*(core - shell)/(core + 2*shell - f*(core - shell))


def hs_bound(reference, other, g):
    """Variational bound; g is the volume fraction of the phase 'other'."""
    return reference + g/(1/(other - reference) + (1 - g)/(3*reference))


def radial_solution(l, core, shell, host, f, outer=10.0, n=3000):
    """Finite elements for potential u(r) P_l(cos theta), u(outer)=outer**l."""
    a = f**(1/3)
    r = np.concatenate([np.linspace(0, a, n + 1),
                        np.linspace(a, 1, n + 1)[1:],
                        np.linspace(1, outer, n + 1)[1:]])
    eps = np.repeat([core, shell, host], n)
    h = np.diff(r)
    stiff = eps*(r[1:]**3 - r[:-1]**3)/(3*h**2)
    mass = l*(l + 1)*eps*h
    diagonal = (stiff + mass/3)[:-1] + (stiff + mass/3)[1:]
    off = -stiff + mass/6
    banded = np.zeros((3, len(diagonal)))
    banded[0, 1:] = off[1:-1]
    banded[1] = diagonal
    banded[2, :-1] = off[1:-1]
    rhs = np.zeros(len(diagonal))
    rhs[-1] = -off[-1]*outer**l
    u = np.concatenate([[0.0], solve_banded((1, 1), banded, rhs), [outer**l]])
    energy = stiff*np.diff(u)**2 + mass*(u[1:]**2 + u[1:]*u[:-1] + u[:-1]**2)/3
    return r, u, energy[:2*n].sum(), n


def make_projector(n):
    """Projection of periodic vector fields on zero-mean gradient fields."""
    full = fft.fftfreq(n, 1/n)
    half = fft.rfftfreq(n, 1/n)
    k = np.array(np.meshgrid(full, full, half, indexing="ij"))
    k2 = (k**2).sum(0)
    k2[0, 0, 0] = 1.0

    def project(field):
        transformed = fft.rfftn(field, axes=(1, 2, 3))
        along = (k*transformed).sum(0)/k2
        return fft.irfftn(k*along, s=(n, n, n), axes=(1, 2, 3))
    return project


def effective_permittivity(eps, axis):
    """Solve div(eps E)=0 on an odd periodic grid by conjugate gradients."""
    project = make_projector(eps.shape[0])
    applied = np.zeros((3,) + eps.shape)
    applied[axis] = 1.0
    field = applied.copy()
    residual = -project(eps*applied)
    direction = residual.copy()
    rr = (residual**2).sum()
    target = 1e-16*(eps**2).sum()
    for _ in range(300):
        if rr <= target:
            break
        image = project(eps*direction)
        step = rr/(direction*image).sum()
        field += step*direction
        residual -= step*image
        new = (residual**2).sum()
        direction = residual + (new/rr)*direction
        rr = new
    assert rr <= target
    return (eps*field[axis]).mean()


# ---- model parameters -------------------------------------------------------
solid, pore, porosity = 4.0, 1.0, 0.3
upper = maxwell_garnett(pore, solid, porosity)
lower = maxwell_garnett(solid, pore, 1 - porosity)
print(f"solid permittivity (relative): {solid:.1f}")
print(f"pore permittivity (relative): {pore:.1f}")
print(f"porosity: {porosity:.2f}")
print(f"Maxwell Garnett, pore core in solid shell: {upper:.4f}")
print(f"Maxwell Garnett, solid core in air shell: {lower:.4f}")

# ---- symbolic matching: which host makes the outer dipole vanish? -----------
ec, es, eh, f = sp.symbols("core shell host f", positive=True)
A, B, C, F = sp.symbols("A B C F")
matched = sp.solve([A - B - C/f, ec*A - es*(B - 2*C/f),
                    B + C - 1 - F, es*(B - 2*C) - eh*(1 - 2*F)],
                   [A, B, C, F], dict=True)[0]
neutral_hosts = sp.solve(sp.numer(sp.together(matched[F])), eh)
assert len(neutral_hosts) == 1
assert sp.simplify(neutral_hosts[0] - maxwell_garnett(ec, es, f)) == 0
assert sp.simplify(hs_bound(es, ec, f) - neutral_hosts[0]) == 0

# ---- radial field problem: neutrality, inner fields and stored energy -------
for name, core, shell, frac in (("pore core", pore, solid, porosity),
                                ("solid core", solid, pore, 1 - porosity)):
    host = maxwell_garnett(core, shell, frac)
    r, u, energy, n = radial_solution(1, core, shell, host, frac)
    disturbance = np.max(np.abs(u[2*n:]/r[2*n:] - 1))
    q = core + 2*shell - frac*(core - shell)
    a_core = 3*shell/q
    b_shell = (core + 2*shell)/q
    c_shell = -frac*(core - shell)/q
    rs = r[n:2*n + 1]
    assert disturbance < 1e-5
    assert np.max(np.abs(u[1:n + 1]/r[1:n + 1] - a_core)) < 1e-5
    assert np.max(np.abs(u[n:2*n + 1] - b_shell*rs - c_shell/rs**2)) < 1e-5
    assert abs(energy - host) < 1e-5*host
    print(f"{name}: core radius / outer radius: {frac**(1/3):.4f}")
    print(f"{name}: q = {q:.4f}")
    print(f"{name}: core field A (applied field = 1): {a_core:.4f}")
    print(f"{name}: shell B: {b_shell:.4f}, C/b^3: {c_shell:.4f}")
    print(f"{name}: largest outside disturbance: {disturbance:.1e}")
    print(f"{name}: mean eps*E^2 in sphere: {energy:.4f}")

r, u, _, n = radial_solution(1, pore, solid, solid, porosity)
wrong_host = u[2*n]/r[2*n] - 1
r, u, _, n = radial_solution(2, pore, solid, upper, porosity)
quadrupole = u[2*n]/r[2*n]**2 - 1
assert abs(wrong_host) > 0.01 and abs(quadrupole) > 0.01
print(f"pore core, host = solid: surface potential change: {wrong_host:.3f}")
print(f"pore core, quadrupole field: surface change: {quadrupole:.3f}")

# ---- direction average and optimum polarization in the variational bound ----
size = 21
rng = np.random.default_rng(5)
random_pores = rng.random((size, size, size)) < 0.3
project = make_projector(size)
g = 1 - random_pores.mean()
axis_sums = []
for axis in range(3):
    source = np.zeros((3, size, size, size))
    source[axis] = ~random_pores
    axis_sums.append((project(source)**2).sum(0).mean())
direction_average = np.mean(axis_sums)
assert abs(direction_average - g*(1 - g)/3) < 1e-10
contrast = solid - pore
best_low = minimize_scalar(lambda p: -(pore + 2*g*p - g*p**2/contrast
                                      - direction_average*p**2/pore))
assert abs(-best_low.fun - hs_bound(pore, solid, g)) < 1e-7
best_high = minimize_scalar(lambda p: solid - 2*(1 - g)*p
                            + (1 - g)*p**2/contrast
                            - direction_average*p**2/solid)
assert abs(best_high.fun - hs_bound(solid, pore, 1 - g)) < 1e-7

# ---- the bounds against solved periodic structures --------------------------
x = (np.arange(size) + 0.5)/size
X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
structures = {
    "random voxels": random_pores,
    "cubic pore array": (X - .5)**2 + (Y - .5)**2 + (Z - .5)**2 < 0.42**2,
    "solid cubes in air": np.maximum.reduce(
        [abs(X - .5), abs(Y - .5), abs(Z - .5)]) > 0.44,
    "layers": X < 6/size,
}
print("structure: porosity, lower bound, trace/3, upper bound")
for name, is_pore in structures.items():
    eps = np.where(is_pore, pore, solid)
    p = is_pore.mean()
    principal = [effective_permittivity(eps, axis) for axis in range(3)]
    low, high = hs_bound(pore, solid, 1 - p), hs_bound(solid, pore, p)
    third = np.mean(principal)
    assert low - 1e-6 <= third <= high + 1e-6
    if name == "layers":
        assert abs(principal[0] - 1/np.mean(1/eps)) < 1e-6
        assert abs(principal[1] - np.mean(eps)) < 1e-6
        assert principal[1] > high
    print(f"{name}: {p:.4f}, {low:.4f}, {third:.4f}, {high:.4f}")
in_plane = porosity*pore + (1 - porosity)*solid
normal = 1/(porosity/pore + (1 - porosity)/solid)
print(f"layers at porosity {porosity:.2f}: in-plane {in_plane:.4f}, "
      f"normal {normal:.4f}")
print(f"layers at porosity {porosity:.2f}: trace/3 {(2*in_plane+normal)/3:.4f}")


# ---- packing of coated spheres of two sizes in a cubic cell -----------------
def packing_limits(delta):
    """Energy limits when a volume share delta is left to the solid."""
    return (1/((1 - delta)/upper + delta/solid),
            (1 - delta)*upper + delta*solid)


size = 45
x = (np.arange(size) + 0.5)/size
X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
to_centre = np.sqrt((X - .5)**2 + (Y - .5)**2 + (Z - .5)**2)
to_corner = np.sqrt(sum(np.minimum(w, 1 - w)**2 for w in (X, Y, Z)))
radii = (0.5, (np.sqrt(3) - 1)/2)
delta = 1 - 4*np.pi/3*sum(b**3 for b in radii)
cell_values = {}
for label, filler in (("Maxwell Garnett", upper), ("solid", solid)):
    eps = np.full((size, size, size), filler)
    for distance, b in zip((to_centre, to_corner), radii):
        eps[distance < b] = solid
        eps[distance < b*porosity**(1/3)] = pore
    cell_values[label] = effective_permittivity(eps, 0)
# The voxel staircase at the curved interfaces limits the accuracy to percents.
assert abs(cell_values["Maxwell Garnett"]/upper - 1) < 0.02
low, high = packing_limits(delta)
assert low < cell_values["solid"] < high
print(f"two-size packing: sphere radii / cell edge: {radii[0]:.4f}, "
      f"{radii[1]:.4f}")
print(f"two-size packing: uncovered share delta: {delta:.4f}")
print(f"two-size packing, Maxwell Garnett filler: "
      f"{cell_values['Maxwell Garnett']:.3f}")
print(f"two-size packing, solid filler: {cell_values['solid']:.3f}")
print(f"two-size packing, solid filler, limits: {low:.4f} to {high:.4f}")
for share in (0.1, 0.01, 0.001):
    low, high = packing_limits(share)
    bound = hs_bound(solid, pore, (1 - share)*porosity)
    assert low <= bound <= high
    print(f"delta {share:.3f}: limits {low:.5f} to {high:.5f}, "
          f"HS upper {bound:.5f}")
removed = np.pi/12
stages = int(np.ceil(np.log(0.001)/np.log(1 - removed)))
print(f"share removed per filling stage, at least: {removed:.4f}")
print(f"stages that guarantee delta below 0.001: {stages}")

# ---- porosity range compatible with a target permittivity -------------------
goal = 2.5
p_min = brentq(lambda p: hs_bound(pore, solid, 1 - p) - goal, 0.01, 0.99)
p_max = brentq(lambda p: hs_bound(solid, pore, p) - goal, 0.01, 0.99)
assert p_min < p_max
print(f"target permittivity (relative): {goal:.1f}")
print(f"least possible porosity for target: {p_min:.4f}")
print(f"porosity for target with closed coated pores: {p_max:.4f}")
print("success")
```

It prints:

```
solid permittivity (relative): 4.0
pore permittivity (relative): 1.0
porosity: 0.30
Maxwell Garnett, pore core in solid shell: 2.9091
Maxwell Garnett, solid core in air shell: 2.6154
pore core: core radius / outer radius: 0.6694
pore core: q = 9.9000
pore core: core field A (applied field = 1): 1.2121
pore core: shell B: 0.9091, C/b^3: 0.0909
pore core: largest outside disturbance: 3.6e-10
pore core: mean eps*E^2 in sphere: 2.9091
solid core: core radius / outer radius: 0.8879
solid core: q = 3.9000
solid core: core field A (applied field = 1): 0.7692
solid core: shell B: 1.5385, C/b^3: -0.5385
solid core: largest outside disturbance: 1.1e-09
solid core: mean eps*E^2 in sphere: 2.6154
pore core, host = solid: surface potential change: 0.100
pore core, quadrupole field: surface change: -0.070
structure: porosity, lower bound, trace/3, upper bound
random voxels: 0.3012, 2.6113, 2.8490, 2.9053
cubic pore array: 0.3128, 2.5703, 2.8571, 2.8669
solid cubes in air: 0.2594, 2.7643, 2.7715, 3.0451
layers: 0.2857, 2.6667, 2.8132, 2.9565
layers at porosity 0.30: in-plane 3.1000, normal 2.1053
layers at porosity 0.30: trace/3 2.7684
two-size packing: sphere radii / cell edge: 0.5000, 0.3660
two-size packing: uncovered share delta: 0.2710
two-size packing, Maxwell Garnett filler: 2.908
two-size packing, solid filler: 3.183
two-size packing, solid filler, limits: 3.1413 to 3.2047
delta 0.100: limits 2.99065 to 3.01818, HS upper 3.00917
delta 0.010: limits 2.91705 to 2.92000, HS upper 2.91902
delta 0.001: limits 2.90988 to 2.91018, HS upper 2.91008
share removed per filling stage, at least: 0.2618
stages that guarantee delta below 0.001: 23
target permittivity (relative): 2.5
least possible porosity for target: 0.3333
porosity for target with closed coated pores: 0.4286
success
```
